# Range-separated exchange kernel from a Gaussian model of dielectric screening, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the dielectric function to the kernel

A bare Fock exchange operator treats two electrons as if nothing lay between them. In a semiconductor the other electrons polarize and weaken the interaction, strongly at large distance and hardly at all at short distance. A dielectric-dependent hybrid functional builds this into its exchange. The problem is to find the interaction that a simple model of the screening implies, to make a functional from it, and to see where the model fails.

The model is a static, isotropic inverse dielectric function that depends on the wave number $q$ alone:

$$\epsilon^{-1}(q)=1-s\,e^{-q^2/(4\mu^2)},\qquad s=1-\frac1\varepsilon .\tag{1}$$

Here $\varepsilon\ge1$ is the macroscopic dielectric constant of the electrons with the nuclei held fixed, and $\mu>0$ is an inverse length. At $q=0$ the function equals $1-s=1/\varepsilon$; at large $q$ it tends to one. A charge distribution that varies slowly is therefore screened by the full factor $\varepsilon$, and one that varies on a scale much shorter than $1/\mu$ is not screened.

Hartree atomic units are used in the algebra: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are one. Numbers are given in nm and eV, for which $e^2/(4\pi\varepsilon_0)=1.44$ eV nm. The Fourier convention is

$$f(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf r}f(\mathbf q),$$

so that the bare repulsion $v(r)=1/r$ has the transform $v(q)=4\pi/q^2$.

The worked numbers use round parameters in the regime of silicon, all of them rough: $\varepsilon=12$, $\mu=12$ nm$^{-1}$, a valence density $n=200$ nm$^{-3}$ and a neighbour distance $d=0.235$ nm. Hence $s=1-1/12=0.917$.

### (a) Which integral gives the screened exchange kernel?

*Replace the bare repulsion in Fock exchange by the screened one, and reduce the kernel to an integral over a single variable.*

**Solution.** For one spin, let $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$ be the density matrix of the occupied orbitals. The Fock operator has the kernel $-\gamma(\mathbf r,\mathbf r')\,v(|\mathbf r-\mathbf r'|)$. In linear response, a weak static charge in a homogeneous medium produces the bare potential multiplied, at each wave vector, by $\epsilon^{-1}(q)$. Screened exchange uses this potential in place of $v$:

$$-\gamma(\mathbf r,\mathbf r')\,W(|\mathbf r-\mathbf r'|),\qquad W(q)=\frac{4\pi}{q^2}\,\epsilon^{-1}(q).$$

Two approximations enter here. The screening is taken as static, although exchanged electrons can differ in energy. The medium is taken as homogeneous, although a crystal also responds at wave vectors that differ from $\mathbf q$ by reciprocal lattice vectors. Without the second assumption $W$ would depend on $\mathbf r$ and $\mathbf r'$ separately.

To invert the transform, put the polar axis along $\mathbf r$ and write $c=\cos\theta$. The angular integral is

$$2\pi\int_{-1}^{1}e^{iqrc}\,dc=2\pi\,\frac{e^{iqr}-e^{-iqr}}{iqr}=4\pi\,\frac{\sin qr}{qr}.$$

The volume element supplies $q^2$, which cancels the $1/q^2$ of the repulsion. The prefactor is $4\pi\cdot4\pi/(2\pi)^3=2/\pi$. Therefore

$$W(r)=\frac2\pi\int_0^\infty\epsilon^{-1}(q)\,\frac{\sin qr}{qr}\,dq .\tag{2}$$

### (b) What is the kernel in real space?

*Evaluate equation (2) for the model (1).*

**Solution.** Inserting (1) gives two integrals:

$$W(r)=\frac{2}{\pi r}\left[J(r)-s\,G(r)\right],$$

$$J=\int_0^\infty\frac{\sin qr}{q}\,dq,\qquad G=\int_0^\infty e^{-q^2/(4\mu^2)}\,\frac{\sin qr}{q}\,dq .$$

The first converges only through the oscillation of the sine, so a factor $e^{-\eta q}$ with $\eta>0$ is inserted and removed at the end. Call the result $J_\eta(r)$. It vanishes at $r=0$, and its derivative is elementary:

$$\frac{dJ_\eta}{dr}=\int_0^\infty e^{-\eta q}\cos(qr)\,dq=\mathrm{Re}\,\frac{1}{\eta-ir}=\frac{\eta}{\eta^2+r^2}.$$

Integration from zero gives $J_\eta(r)=\arctan(r/\eta)$. For fixed $r>0$ and $\eta\to0$ this tends to $J=\pi/2$. The constant part of $\epsilon^{-1}$ thus returns the bare $1/r$, as it must.

The second integral is treated in the same way. It vanishes at $r=0$, and

$$\frac{dG}{dr}=C(r)=\int_0^\infty e^{-aq^2}\cos(qr)\,dq,\qquad a=\frac{1}{4\mu^2}.$$

To find $C$, differentiate once more and use $q\,e^{-aq^2}=-\frac{1}{2a}\frac{d}{dq}e^{-aq^2}$. An integration by parts, whose boundary terms vanish, gives

$$\frac{dC}{dr}=-\int_0^\infty q\,e^{-aq^2}\sin(qr)\,dq=-\frac{r}{2a}\,C=-2\mu^2r\,C .$$

The solution is $C(r)=C(0)\,e^{-\mu^2r^2}$, where $C(0)=\frac12\sqrt{\pi/a}=\sqrt\pi\,\mu$ is the half-line Gaussian integral. Now integrate $C$ from zero to $r$, with the definition $\mathrm{erf}(x)=\frac{2}{\sqrt\pi}\int_0^xe^{-t^2}dt$:

$$G(r)=\sqrt\pi\,\mu\int_0^re^{-\mu^2t^2}dt=\frac\pi2\,\mathrm{erf}(\mu r).$$

Putting both parts together,

$$W(r)=\frac{1-s\,\mathrm{erf}(\mu r)}{r}.\tag{3}$$

With $\mathrm{erfc}=1-\mathrm{erf}$ and $1-s=1/\varepsilon$, the numerator is $\mathrm{erfc}(\mu r)+(1-s)\,\mathrm{erf}(\mu r)$, so that

$$W(r)=\frac{\mathrm{erfc}(\mu r)}{r}+\frac1\varepsilon\,\frac{\mathrm{erf}(\mu r)}{r}.\tag{4}$$

The short-range part of the repulsion enters exchange with weight one and the long-range part with weight $1/\varepsilon$. Within the model neither weight is free: the first is the large-$q$ limit of $\epsilon^{-1}$, and the second is its value at $q=0$. The range parameter of the error function is the same $\mu$ that sets the width of the Gaussian in (1), with the factor 4 in that exponent.

The calculation of $G$ also gives a transform needed later: $\mathrm{erf}(\mu r)/r$ in real space corresponds to $4\pi e^{-q^2/(4\mu^2)}/q^2$.

### (c) Which charge produces this potential?

*Find the induced charge density around a unit point charge, and decide whether $W$ can change sign.*

**Solution.** For $r>0$, Poisson's equation for a spherical potential reads $\frac1r\frac{d^2}{dr^2}(rW)=-4\pi\rho_{\rm ind}$. From (3),

$$\frac{d(rW)}{dr}=-\frac{2s\mu}{\sqrt\pi}e^{-\mu^2r^2},\qquad\frac{d^2(rW)}{dr^2}=\frac{4s\mu^3r}{\sqrt\pi}e^{-\mu^2r^2}.$$

Division by $-4\pi r$ gives

$$\rho_{\rm ind}(r)=-s\,\frac{\mu^3}{\pi^{3/2}}\,e^{-\mu^2r^2}.\tag{5}$$

The Gaussian without the factor $-s$ integrates to one, so the total induced charge is $-s$. The point charge is dressed by a cloud of opposite sign whose radius is of order $1/\mu$, and a distant observer sees $1-s=1/\varepsilon$. A finite neutral piece of material must also carry the balancing charge $+s$. It sits on the outer surface and recedes to infinity in the homogeneous model.

The sign of $W$ follows from Gauss's law. The charge inside radius $r$ is $Q(r)=1-s\,p(r)$, where $p(r)$ is the part of the normalized Gaussian that lies inside and runs from 0 to 1. Hence $Q(r)\ge1/\varepsilon>0$ and $dW/dr=-Q(r)/r^2<0$. The kernel falls monotonically towards zero and stays positive for every finite $\varepsilon$. Part (i) shows that the fraction $rW$ need not fall monotonically for a different form of $\epsilon^{-1}$.

### (d) What are the limits of the kernel?

*Study small and large $r$, the extreme values of $\varepsilon$, and small $q$.*

**Solution.** At small argument $\mathrm{erf}(x)\approx2x/\sqrt\pi$, so

$$W(r)-\frac1r\;\to\;-\frac{2s\mu}{\sqrt\pi}\qquad(r\to0).\tag{6}$$

The singularity of the bare repulsion survives with full weight. Screening only lowers the potential by a finite amount, which is the potential of the cloud (5) at its own centre.

At large $r$ the fraction of the bare repulsion that remains is

$$rW(r)=\frac1\varepsilon+s\,\mathrm{erfc}(\mu r).\tag{7}$$

The excess over $1/\varepsilon$ can be bounded. For $t\ge x>0$ one has $1\le t/x$, hence

$$\mathrm{erfc}(x)=\frac{2}{\sqrt\pi}\int_x^\infty e^{-t^2}dt\le\frac{2}{\sqrt\pi}\int_x^\infty\frac tx\,e^{-t^2}dt=\frac{e^{-x^2}}{x\sqrt\pi}.$$

The approach to the macroscopic value is therefore as fast as a Gaussian. This speed belongs to the assumed form (1).

For $\varepsilon=1$ one has $s=0$, and the kernel is that of Hartree–Fock exchange. For $\varepsilon\to\infty$ the long-range part disappears and $W=\mathrm{erfc}(\mu r)/r$, which is the form of a short-range screened hybrid with full short-range exchange. A metal has an infinite static $\varepsilon$ in this sense, but its screening length is then set by the conduction electrons, so $\mu$ must be chosen for that case.

At small $q$, expansion of the exponential in (1) gives

$$W(q)=\frac{4\pi}{q^2}\left[1-s+\frac{s\,q^2}{4\mu^2}+\dots\right]=\frac{4\pi}{\varepsilon q^2}+\frac{\pi s}{\mu^2}+O(q^2).\tag{8}$$

In a periodic calculation the first term is singular and needs an integration scheme of its own. The second is finite, and it belongs in the term at $\mathbf q+\mathbf G=0$, where $\mathbf G$ is a reciprocal lattice vector. Omitting it causes an error of order $\pi s/\mu^2$ divided by the supercell volume, which vanishes only as the inverse number of $k$-points. The constant has a direct meaning: it is the volume integral of the part of $W$ that exceeds $1/(\varepsilon r)$. To see this, use (7) and integrate by parts:

$$\int d^3r\left[W-\frac{1}{\varepsilon r}\right]=4\pi s\int_0^\infty r\,\mathrm{erfc}(\mu r)\,dr=4\pi s\,\frac{\mu}{\sqrt\pi}\int_0^\infty r^2e^{-\mu^2r^2}dr .$$

The last integral is $\sqrt\pi/(4\mu^3)$, which leaves $\pi s/\mu^2$, in agreement with (8).

### (e) How fast does exchange lose its strength with distance?

*Evaluate the kernel for the silicon-like parameters.*

**Solution.** In engineering units the kernel is 1.44 eV nm times the fraction $rW$, divided by $r$. At $r=0.05$ nm the fraction is 0.4465, so

$$W=\frac{1.44\times0.4465}{0.05}\ \mathrm{eV}=12.9\ \mathrm{eV}.$$

At 0.10 nm the fraction has fallen to 0.166 and $W=2.38$ eV. At the neighbour distance it is 0.0834, which differs from $1/\varepsilon=0.0833$ by less than one part in a thousand, and $W=0.51$ eV. At 0.50 nm, $W=0.24$ eV.

The crossover is centred where the fraction lies midway between its two limits, $(1+1/\varepsilon)/2=1-s/2$. By (3) this means $\mathrm{erf}(\mu r)=1/2$, whatever the value of $\varepsilon$. The solution is $r=0.0397$ nm, or $\mu r=0.477$. The crossover thus lies well inside a bond length, and for two point charges on neighbouring atoms the model is already macroscopic.

The lowering at contact, equation (6), is

$$-\frac{2\times0.917\times12}{\sqrt\pi}\times1.44\ \mathrm{eV}=-17.9\ \mathrm{eV},$$

and the finite term in (8) is $1.44\times\pi\times0.917/144=0.0288$ eV nm$^3$.

## Second half: the hybrid functional and its limits

The first half started from $\epsilon^{-1}(q)=1-s\,e^{-q^2/(4\mu^2)}$ with $s=1-1/\varepsilon$, where $\varepsilon$ is the electronic dielectric constant and $\mu$ an inverse length. It found the exchange kernel

$$W(r)=\frac{1-s\,\mathrm{erf}(\mu r)}{r}=\frac{\mathrm{erfc}(\mu r)}{r}+\frac1\varepsilon\frac{\mathrm{erf}(\mu r)}{r},$$

with $W-1/r\to-2s\mu/\sqrt\pi$ at contact. The function $\mathrm{erf}(\mu r)/r$ has the transform $4\pi e^{-q^2/(4\mu^2)}/q^2$. The density matrix of one spin is $\gamma$. Atomic units are used in the algebra, and the rough silicon-like parameters are $\varepsilon=12$, $\mu=12$ nm$^{-1}$, $n=200$ nm$^{-3}$ and $d=0.235$ nm.

### (f) How does the kernel become a hybrid functional?

*Write an energy whose nonlocal operator is $-\gamma W$, and identify what a semilocal functional must supply.*

**Solution.** For any interaction $w(r)$ define the Fock energy

$$E^{\rm F}[w]=-\frac12\sum_\sigma\iint|\gamma_\sigma(\mathbf r,\mathbf r')|^2\,w(|\mathbf r-\mathbf r'|)\,d^3r\,d^3r'.$$

Its variation with respect to $\phi_i^*$ acts on two equal factors of $\gamma$ and cancels the $\frac12$. The resulting operator has the kernel $-\gamma_\sigma w$, as required. This holds when $\varepsilon$ and $\mu$ are fixed during the variation. If they depended on the density, further terms would appear.

The energy is linear in $w$. The bare exchange energy therefore differs from the screened one by

$$E^{\rm F}[1/r]-E^{\rm F}[W]=s\,E^{\rm F}[\mathrm{erf}(\mu r)/r].$$

A hybrid supplies this remainder by a semilocal (sl) functional of the density, built for the same long-range interaction:

$$E_x=E^{\rm F}\!\left[\frac{\mathrm{erfc}(\mu r)}{r}\right]+\frac1\varepsilon E^{\rm F}\!\left[\frac{\mathrm{erf}(\mu r)}{r}\right]+s\,E_x^{\rm sl}\!\left[\frac{\mathrm{erf}(\mu r)}{r}\right].\tag{9}$$

A semilocal correlation energy is added. If the nonlocal weight is written as $\alpha+\beta\,\mathrm{erf}(\mu r)$, then $\alpha=1$ and $\beta=-s$, with $\alpha+\beta=1/\varepsilon$ at long range. The kernel was derived from the model dielectric function. The last term of (9) and the choice of correlation were not. The last term is a construction, chosen so that the total exchange is right in a case that can be solved; the correlation functional is a separate choice.

### (g) What is the complement in the uniform gas?

*For an unpolarized uniform gas with Fermi wave number $k_F$, find the share $R$ of the exchange energy that comes from $\mathrm{erf}(\mu r)/r$, and the corresponding potential.*

This part has derived the screened exchange kernel from the model dielectric function and built a hybrid functional with a semilocal long-range complement. It remains to evaluate that complement in the uniform gas, to see what screening does to orbitals and to an added charge, and to estimate the effects that the model leaves out.
